\section*{Gap shape and critical temperature of a weak-coupling Einstein-phonon superconductor, part 1}

(Sections cited here and not found follow in the second part.)

Electrons with band energy $\xi_{\mathbf k}$, measured from the Fermi level, couple to a dispersionless phonon of angular frequency $\omega_E$ through a momentum-independent matrix element $g$ (an energy):
\begin{equation}
H=\sum_{\mathbf k\sigma}\xi_{\mathbf k}c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}
+\hbar\omega_E\sum_{\mathbf q}b^\dagger_{\mathbf q}b_{\mathbf q}
+\frac{g}{\sqrt{N_c}}\sum_{\mathbf{kq}\sigma}c^\dagger_{\mathbf{k+q}\sigma}c_{\mathbf k\sigma}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}),
\end{equation}
with $N_c$ unit cells. Four assumptions hold throughout. The electron self-energy is the one-phonon diagram with dressed electron line and bare vertices (Migdal approximation, which needs $\hbar\omega_E\ll E_F$), so the transition is treated in mean field. The frequency $\omega_E$ is the physical one and is not renormalized further. The density of states per spin and cell is a constant $N(0)$ on a band extending to $\xi=\pm\infty$. The Coulomb repulsion is omitted ($\mu^*=0$). The fermionic frequencies are $\omega_n=\pi k_BT(2n+1)/\hbar$, and the dimensionless variables are
\begin{equation}
x_n=\frac{\omega_n}{\omega_E}=\pi t(2n+1),\qquad t=\frac{k_BT}{\hbar\omega_E},\qquad \eta=2\pi t ,
\end{equation}
where $\eta$ is the spacing of the $x_n$. The numerical check, with its output, supplies every numerical value used.

\section*{(a) The linearized equations}

\emph{Derive the equations for the renormalization function $Z_n$ and the pairing amplitude $\phi_n$ at the transition, and identify the dimensionless coupling.}

\subsection*{Solution}

With the Nambu spinor $\Psi_{\mathbf k}=(c_{\mathbf k\uparrow},c^\dagger_{-\mathbf k\downarrow})^T$, reordering the spin-down operators costs a sign, so band energy and density both appear with the Pauli matrix $\tau_3$. The propagator of $b_{\mathbf q}+b^\dagger_{-\mathbf q}$ at bosonic frequency $\nu$ is the sum of the parts from $bb^\dagger$ and $b^\dagger b$,
\begin{equation}
D(i\nu)=\frac{1}{i\hbar\nu-\hbar\omega_E}-\frac{1}{i\hbar\nu+\hbar\omega_E}=-\frac{2}{\hbar\omega_E}\,k(\nu/\omega_E),\qquad k(x)=\frac{1}{1+x^2},
\end{equation}
and the one-phonon self-energy is
\begin{equation}
\Sigma(i\omega_n)=-k_BT\,g^2N(0)\sum_m D(i\omega_n-i\omega_m)\int d\xi\;\tau_3G(\xi,i\omega_m)\tau_3 .
\label{sigma}
\end{equation}
The sign can be checked in the normal state. The first term of $D$ times $G=1/(i\hbar\omega_m-\xi)$ splits as
\begin{equation*}
\frac{1}{i\hbar\omega_n-\hbar\omega_E-\xi}\Big[\frac{1}{i\hbar\omega_m-\xi}+\frac{1}{i\hbar(\omega_n-\omega_m)-\hbar\omega_E}\Big].
\end{equation*}
The symmetric sums are $k_BT\sum_m(i\hbar\omega_m-\xi)^{-1}=-\tfrac12\tanh(\xi/2k_BT)=f-\tfrac12$ and, over bosonic frequencies, $-\tfrac12\coth(\hbar\omega_E/2k_BT)=-(n_B+\tfrac12)$, with $f$ and $n_B$ the Fermi and Bose occupations. With the overall minus sign the result is $g^2(1-f+n_B)/(i\hbar\omega_n-\xi-\hbar\omega_E)$, which at $T=0$ is the second-order energy for emitting a phonon into an empty state, with the correct sign.

Write $\Sigma=i\hbar\omega_n(1-Z_n)+\phi_n\tau_1$. Then $G^{-1}=i\hbar\omega Z-\xi\tau_3-\phi\tau_1$. Because $\tau_1$ and $\tau_3$ anticommute, $(\xi\tau_3+\phi\tau_1)^2=\xi^2+\phi^2$, and
\begin{equation}
G=-\frac{i\hbar\omega Z+\xi\tau_3+\phi\tau_1}{(\hbar\omega Z)^2+\xi^2+\phi^2}.
\end{equation}
The two vertices reverse the sign of the $\tau_1$ part, $\tau_3\tau_1\tau_3=-\tau_1$. The $\tau_3$ part is odd in $\xi$ and integrates to zero, which is why $\Sigma$ needs no $\tau_3$ term. At the transition $\phi^2$ is dropped in the denominator, and $\int d\xi/(a^2+\xi^2)=\pi/|a|$ gives
\begin{equation}
\int d\xi\,\tau_3G\tau_3=-i\pi\,\mathrm{sgn}\,\omega_m+\frac{\pi\phi_m}{\hbar|\omega_m|Z_m}\tau_1 \qquad (Z_m>0).
\end{equation}
In (\ref{sigma}), $-g^2N(0)D=\lambda k(x_n-x_m)$ with $\lambda=2N(0)g^2/\hbar\omega_E$. The same kernel follows from $\int 2\omega\,\alpha^2F(\omega)\,d\omega/(\omega^2+\nu^2)$ with the spectral function $\alpha^2F=\tfrac12\lambda\omega_E\,\delta(\omega-\omega_E)$. Comparing the unit-matrix and $\tau_1$ parts, using $\pi k_BT/\hbar\omega_n=\pi t/x_n$, and defining the gap $\Delta_n=\phi_n/Z_n$,
\begin{align}
Z_n&=1+\lambda a_n,\qquad a_n=\frac{\pi t}{x_n}\sum_m k(x_n-x_m)\,\mathrm{sgn}\,x_m,\label{Z}\\
\phi_n&=Z_n\Delta_n=\lambda\,\pi t\sum_m k(x_n-x_m)\frac{\Delta_m}{|x_m|}.\label{gap}
\end{align}
Only $\lambda$ and $t$ remain, so $k_BT_c=\hbar\omega_E\,t_c(\lambda)$ in this model.

\section*{(b) The renormalization function}

\emph{Reduce $a_n$ to a finite sum, find $Z_0$, and find the form of $a_n$ for $t\ll1$ with its leading correction.}

\subsection*{Solution}

Replacing $n\to-n-1$ and $m\to-m-1$ reverses all $x$ and leaves (\ref{Z}) unchanged, so $a_{-n-1}=a_n$ and $n\ge0$ suffices. Put $l=n-m$, so that $x_n-x_m=l\eta$. Positive $x_m$ means $l\le n$ and negative $x_m$ means $l\ge n+1$. Since $k$ is even, the sum over $l\le n$ equals the sum over $l\ge-n$, and the tails cancel:
\begin{equation}
a_n=\frac{\pi t}{x_n}\Big[\sum_{l\ge-n}-\sum_{l\ge n+1}\Big]k(l\eta)=\frac{1}{2n+1}\sum_{l=-n}^{n}k(l\eta).
\label{an}
\end{equation}
Thus $a_n$ is an average of $k$, so $0<a_n\le1$. For $n=0$ only $l=0$ survives, and $Z_0=1+\lambda$ at every temperature.

For small $t$ the midpoint rule is needed, here and later. On a cell of width $\eta$ centred at $c$, Taylor expansion gives $\int F=\eta F(c)+\eta^3F''(c)/24+O(\eta^5)$, the odd terms integrating to zero. Summing the cells that tile $[A,B]$ and recognizing $\eta\sum F''(c)=F'(B)-F'(A)+O(\eta^2)$,
\begin{equation}
\eta\sum_cF(c)=\int_A^BF\,dy-\frac{\eta^2}{24}\,[F'(B)-F'(A)]+O(\eta^4).
\label{mid}
\end{equation}
A cruder bound follows from the integral form of the Taylor remainder: $|F(y)-F(c)-F'(c)(y-c)|\le\frac\eta2\int_{\rm cell}|F''|$, so the total error is at most $\frac{\eta^2}{2}\int|F''|\,dy$.

The points $l\eta$ with $|l|\le n$ are midpoints of cells tiling $[-x_n,x_n]$, because $x_n=(n+\frac12)\eta$. With $a_n=\eta\sum_l k/(2x_n)$, $\int_{-x}^xk=2\arctan x$ and $k'(x)=-2xk^2$,
\begin{equation}
a_n=a(x_n)+\frac{\eta^2}{12}k(x_n)^2+O(\eta^4),\qquad a(x)=\frac{\arctan x}{x}.
\end{equation}
At $n=0$, $a(\eta/2)=1-\eta^2/12+\dots$, and the correction restores $a_0=1$. Hence $Z_n=Z(x_n)+O(\lambda t^2)$ with $Z(x)=1+\lambda a(x)$, which falls from $1+\lambda$ at $x=0$ to 1 for $x\gg1$, slowly, as $1+\pi\lambda/2x$: the self-energy $i\hbar\omega(1-Z)$ tends to the constant $-i\pi\lambda\hbar\omega_E/2$, which is small only compared with $\hbar\omega$. The program tests (\ref{an}) against the defining sum, and $|a_n-a(x_n)|<1.01\,\eta^2/12$ at $t=0.01$.

\section*{(c) Which solution sets $T_c$}

\emph{Cast (\ref{gap}) as a symmetric eigenvalue problem. Determine the sign structure, degeneracy and parity of the solution that appears first on cooling, and how small $t_c$ must be when $\lambda\ll1$.}

\subsection*{Solution}

Move $\lambda a_n\Delta_n$ to the right of (\ref{gap}), divide by $\lambda\sqrt{|x_n|}$ and set $\Delta_n=\sqrt{|x_n|}\,v_n$:
\begin{equation}
\sum_m M_{nm}v_m=\frac1\lambda v_n,\qquad M_{nm}=\frac{\pi t\,k(x_n-x_m)}{\sqrt{|x_nx_m|}}-a_n\delta_{nm}.
\end{equation}
$M$ is real, symmetric and independent of $\lambda$. The squares of the first term are summable (the band near the diagonal falls as $1/n^2$) and $a_n\to0$, so $M$ is compact: a positive supremum $\mu(t)$ of the Rayleigh quotient is an eigenvalue, and eigenvalues accumulate only at zero. For $t\to\infty$ the off-diagonal $k(l\eta)\le 1/l^2\eta^2$ vanish and $a_n\to1/(2n+1)=\pi t/|x_n|$ cancels the diagonal, so $M\to0$ and no solution exists. On cooling, the first eigenvalue to reach $1/\lambda$ is the largest, and $t_c$ is the highest $t$ with $\mu(t)=1/\lambda$.

The Perron--Frobenius argument applies. Every entry of $M+1$ is positive, the diagonal because $a_n\le1$. If a top eigenvector $v$ had components of both signs, $|v_n|$ would give a strictly larger Rayleigh quotient, so $v_n\ge0$ can be chosen. Then $(\mu+1)v_n=\sum_m(M+1)_{nm}v_m>0$ makes all components strictly positive. Two orthogonal top eigenvectors cannot both be positive, so the eigenvalue is simple. The reflection $n\to-n-1$ leaves $M$ invariant and maps $v$ to another positive top eigenvector of the same norm, which must be $v$ itself. The gap at $T_c$ is positive, unique up to scale and even in frequency.

Odd gaps never appear in this model. Put $\Delta_n=x_nu_n$ and $s_n=\mathrm{sgn}\,x_n$. Then (\ref{Z}) gives $a_nv_n^2=a_n|x_n|u_n^2=\pi t\,u_n^2\sum_mk\,s_ns_m$, and symmetrizing in $n,m$,
\begin{equation}
v^TMv=-\frac{\pi t}{2}\sum_{n,m}k(x_n-x_m)\,s_ns_m\,(u_n-u_m)^2 .
\end{equation}
For odd $\Delta$, $u$ is even, and folding onto $n,m\ge0$ gives $-\pi t\sum[k(x_n-x_m)-k(x_n+x_m)](u_n-u_m)^2\le0$. Dense diagonalization at $t=0.01$ with $|x_n|<20$ gives a top eigenvalue $3.325818$ with a positive, even eigenvector (both tested) and a second eigenvalue $-0.000784$. That truncated matrix therefore has a single positive eigenvalue, but this count is not a property of the model. For even $\Delta$, $u$ is odd, and the same folding gives $-\pi t\sum[k(x_n-x_m)(u_n-u_m)^2-k(x_n+x_m)(u_n+u_m)^2]$, which has no definite sign; a wider frequency window admits further small positive eigenvalues in the even sector. They lie below $\mu(t)$, which is simple, and do not affect $t_c$.

Finally, $\phi_n$ is bounded (Cauchy--Schwarz on (\ref{gap}) with square-summable $v$), and since $Z_m\ge1$, (\ref{gap}) gives $1\le\lambda\sup_n\pi t\sum_mk(x_n-x_m)/|x_m|$. The terms with $|x_m|<1$ give at most $\ln(1/t)+O(1)$, and the rest at most $\pi t\sum_l k(l\eta)=O(1)$ for $t\le1$; for $t>1$, $\mu$ is bounded and cannot reach $1/\lambda$ at small $\lambda$. Hence $\ln(1/t_c)\ge1/\lambda-O(1)$. Terms of order $t^2$ are smaller than every power of $\lambda$.

\section*{(d) The Cooper sum}

\emph{For $S[f]=\pi t\sum_mf(x_m)/|x_m|$, evaluate $S[k]$ through order $t^2$, give a rule for general $f$, and apply it to $k^2$.}

\subsection*{Solution}

Only the even part of $f$ contributes, so take $f$ even and $S[f]=\eta\sum_{m\ge0}f(x_m)/x_m$ with $x_m=(m+\frac12)\eta$. Use $k(y)/y=1/y-y/(1+y^2)$ and sum to $m=N-1$. With harmonic numbers $H_N=\ln N+\gamma+o(1)$, where $\gamma$ is Euler's constant,
\begin{equation}
\sum_{m<N}\frac{1}{m+\frac12}=2\Big(H_{2N}-\tfrac12H_N\Big)\to\ln N+\gamma+2\ln2 .
\end{equation}
The second piece, $F=y/(1+y^2)$, is smooth, with $F'(0)=1$ and $F'(\infty)=0$, so (\ref{mid}) gives $\frac12\ln(1+N^2\eta^2)+\eta^2/24\to\ln(N\eta)+\eta^2/24$. The $\ln N$ cancels in the difference:
\begin{equation}
S[k]=L-\frac{\eta^2}{24}+O(\eta^4),\qquad L=\ln\frac{4e^\gamma}{\eta}=\ln\frac{2e^\gamma}{\pi t},\qquad \frac{2e^\gamma}{\pi}=1.13387 .
\label{Sk}
\end{equation}
Since $\eta x/(1+x^2)=\mathrm{Re}\,(m+\frac12+i/\eta)^{-1}$, the series for the digamma function gives the exact form $S[k]=\mathrm{Re}\,\psi(\frac12+i/\eta)-\psi(\frac12)$.

For $f$ smooth on $[0,\infty)$ and decaying, subtract $f(0)k$. The function $F=[f-f(0)k]/y$ has no singularity at $y=0$, and the $x_m$ are midpoints of cells tiling the half-line, so
\begin{equation}
S[f]=f(0)L+\int_0^\infty\frac{dy}{y}\,[f(y)-f(0)k(y)]+O(t^2).
\label{rule}
\end{equation}
For $f=k^2$, $k^2-k=-y^2k^2$, so $F=-yk^2$, $F'(0)=-1$ and
\begin{equation}
\int_0^\infty\frac{dy}{y}(k-k^2)=\int_0^\infty\frac{y\,dy}{(1+y^2)^2}=\Big[-\frac{1}{2(1+y^2)}\Big]_0^\infty=\frac12 .
\label{half}
\end{equation}
Adding the two corrections of $-\eta^2/24$ gives $S[k^2]=L-\frac12-\eta^2/12+O(\eta^4)$. At $t=0.01$ the explicit sums are $S[k]=4.730639$ and $S[k^2]=4.230474$ against $L=4.730803$; the program tests both expansions to $10^{-6}$ and the digamma form to $10^{-9}$.

\section*{(e) Removing the logarithm}

\emph{Extend $\phi$ to real $x$, eliminate the large logarithm, and bound $\phi(x)/\phi(0)$ from both sides uniformly in $x$.}

\subsection*{Solution}

Define $\phi(x)=\lambda\pi t\sum_mk(x-x_m)\phi_m/(|x_m|Z_m)$ for real $x$. It equals $\phi_n$ at $x_n$, is even, and is positive by part (c), so the normalization $\phi(0)=1$ is allowed. Each derivative of $k$ obeys $|k^{(j)}|\le c_jk$ with a constant $c_j$, since it is a polynomial of degree at most $j$ over $(1+x^2)^{j+1}$; hence $|\phi^{(j)}|\le c_j\phi$. The function is smooth on the scale $x\sim1$ whatever $t$ is, which licenses the midpoint rule below. As $\phi/Z$ is even, $k(x-y)$ may be replaced by $k_e(x,y)=\frac12[k(x-y)+k(x+y)]$, with $k_e(0,y)=k(y)$:
\begin{equation}
\phi(x)=\lambda S[k_e(x,\cdot)\,\phi/Z],\qquad 1=\lambda S[k\,\phi/Z].
\label{two}
\end{equation}
Subtracting $k(x)$ times the second equation from the first gives, exactly,
\begin{equation}
\phi(x)=k(x)+\lambda S[Q(x,\cdot)\,\phi/Z],\qquad Q(x,y)=k_e(x,y)-k(x)k(y).
\label{sub}
\end{equation}
Because $Q(x,0)=0$, rule (\ref{rule}) produces no $L$. To find the sign of $Q$, let $P=1+x^2+y^2$. Then $[1+(x-y)^2][1+(x+y)^2]=(P-2xy)(P+2xy)=P^2-4x^2y^2$, the numerator of $k_e$ is $P$, and $(1+x^2)(1+y^2)=P+x^2y^2$. Over the common denominator the numerator of $Q$ is $P(P+x^2y^2)-P^2+4x^2y^2$, so
\begin{equation}
Q=x^2y^2(5+x^2+y^2)\,k(x)k(y)k(x-y)k(x+y)\ge0 .
\label{Q}
\end{equation}

For $u=\phi/k$, equation (\ref{sub}) reads $u=1+\lambda\mathcal Tu$ with $\mathcal Tu(x)=S[Q\,k\,u/Z]/k(x)$. The operator preserves positivity and $1/Z\le1$, so $|\mathcal Tu|\le\sup|u|\;S[Qk]/k(x)$. By the crude midpoint bound, $S[Qk]/k(x)=p(x)+O(t^2)$ with
\begin{equation}
p(x)=\frac{1}{k(x)}\int_0^\infty\frac{dy}{y}\,Q(x,y)\,k(y)\ \ge0 .
\end{equation}
The $O(t^2)$ is uniform in $x$: for bounded $x$ the integrand is smooth and decaying in $y$, while for $x\gg1$, by (\ref{Q}), it tends to $yk(y)^2$ for $y\ll x$ and is of size $1/x$ near $y=x$, and its derivatives are of the same size.

To evaluate $p$, note $k(z)=\mathrm{Im}\,(z-i)^{-1}$. With $w=x-i$, $k_e=\frac12\mathrm{Im}[(w-y)^{-1}+(w+y)^{-1}]=\mathrm{Im}[w/(w^2-y^2)]$ and $k(x)=\mathrm{Im}\,w^{-1}$. Add and subtract $k(x)$ inside $Q$, and put $s=y^2$, $dy/y=ds/2s$:
\begin{equation}
k(x)p(x)=k(x)\int_0^\infty\!\frac{dy}{y}(k-k^2)+\mathrm{Im}\int_0^\infty\!\frac{ds}{2s(1+s)}\Big[\frac{w}{w^2-s}-\frac1w\Big].
\end{equation}
The first integral is $\frac12$. The bracket equals $s/[w(w^2-s)]$, and partial fractions give
\begin{equation}
\int_0^\infty\!\frac{ds}{(w^2-s)(1+s)}=\frac{1}{1+w^2}\Big[\ln(1+s)-\ln(s-w^2)\Big]_0^\infty=\frac{\ln(-w^2)}{1+w^2}.
\end{equation}
Here $-w^2=(1+ix)^2$. For $x>0$, $s-w^2$ has imaginary part $2x>0$ along the whole path, so the principal logarithm is continuous and $\ln(-w^2)=2\ln(1+ix)=\ln(1+x^2)+2i\arctan x$. Also $1+w^2=x(x-2i)$. The second term is therefore $\mathrm{Im}\{\ln(1+ix)/[x(x-i)(x-2i)]\}$, and with
\begin{equation*}
\frac{1}{(x-i)(x-2i)}=\frac{(x+i)(x+2i)}{(1+x^2)(4+x^2)}=\frac{x^2-2+3ix}{(1+x^2)(4+x^2)}
\end{equation*}
the imaginary part gives
\begin{equation}
p(x)=\frac12+\frac{\frac32\ln(1+x^2)+(x^2-2)\,a(x)}{4+x^2}.
\label{p}
\end{equation}
It vanishes at $x=0$, as $Q(0,y)=0$ requires, is continuous, and tends to $\frac12$ at infinity, so $C=\sup p$ is finite. Numerical maximization gives $C=0.9924$ at $x=2.78$; the program tests (\ref{p}) against quadrature at four points and $p\le C$ on a grid up to $x=10^4$.

For $\lambda C<1$ the series $u=\sum_j\lambda^j\mathcal T^j1$ converges, its terms are non-negative and bounded by $(\lambda C)^j$, so up to $O(t^2)$
\begin{equation}
k(x)\le\phi(x)\le\frac{k(x)}{1-C\lambda}.
\label{bound}
\end{equation}
This series is the physical solution. The sum $S[Q(x,\cdot)]$ is bounded in $x$ (for $y<1$, $Q/y$ is bounded by (\ref{Q}); for $y>1$, $Q/y\le k_e$), so for small $\lambda$ equation (\ref{sub}) is also a contraction among bounded functions $\phi$ and has only one bounded solution. With (\ref{bound}) and the derivative bounds, the sum in (\ref{sub}) may be replaced by its integral,
\begin{equation}
\phi(x)=k(x)+\lambda\int_0^\infty\frac{dy}{y}\,Q(x,y)\frac{\phi(y)}{Z(y)}+O(t^2).
\label{cont}
\end{equation}
The temperature has dropped out of the shape.

\section*{(f) The gap function}

\emph{Find $\Delta(x)/\Delta(0)$ at leading and first order in $\lambda$, and explain the leading form.}

The linearized equations have been reduced, up to $O(t^2)$, to the temperature-independent equation (\ref{cont}) for the shape of $\phi(x)$, with the two-sided bound (\ref{bound}). What remains is to find the gap function asked for in part (f), derive $T_c$ with its prefactor and first correction, and compare the results with BCS and with a numerical case.

Numerical values quoted here were computed with a short program.
